# Steady Oxide Thickness and Its Relaxation in a Peroxide-Ammonia Clean, part 1

(Sections cited here and not found follow in the second part.)

## First half: the steady film and the approach to it

A silicon wafer lies in a warm aqueous mixture of hydrogen peroxide and ammonia. The peroxide oxidizes the silicon, and the alkaline solution slowly dissolves the oxide. Let \(x(t)\ge 0\) be the oxide thickness at time \(t\). The model is

\[
\frac{dx}{dt}=A\,e^{-x/L}-E ,\qquad A,\;L,\;E>0 .
\]

The first term is growth. It has the value \(A\) on bare silicon and falls by a factor \(e\) for each added thickness \(L\), because the oxide already present hinders further oxidation. The second term is dissolution at the outer surface, which does not depend on what lies beneath. Both \(A\) and \(E\) are expressed as oxide thickness per unit time.

Four assumptions are built in. The film has the same thickness everywhere; thickness can change by arbitrarily small amounts; \(A\), \(L\) and \(E\) stay constant during the clean; and dissolution proceeds at rate \(E\) as long as oxide is present. The exponential law is taken as given, without a claim about its microscopic origin.

The example uses the round values

\[
A=100\ \text{nm/min},\qquad L=0.12\ \text{nm},\qquad E=0.2\ \text{nm/min},
\]

and a clean of 10 min. One wafer enters bare, another with 2.0 nm of oxide.

### (a) At what thickness can the film stay constant, and under what condition? Does the film move towards that thickness or away from it?

**Solution.** A constant thickness \(x_*\) requires growth and dissolution to cancel:

\[
A\,e^{-x_*/L}=E .
\]

Divide by \(A\) and take the natural logarithm of both sides, which gives \(-x_*/L=\ln(E/A)\). Multiply by \(-L\) and use \(-\ln(E/A)=\ln(A/E)\):

\[
x_*=L\ln\frac{A}{E}.
\]

This is a positive thickness if and only if \(A>E\): growth on bare silicon must outrun dissolution. The condition \(A>E\) is assumed from here until part (g).

For the direction of motion, write the net rate as \(g(x)=A e^{-x/L}-E\). Its derivative,

\[
g'(x)=-\frac{A}{L}e^{-x/L},
\]

is negative at every \(x\), so \(g\) decreases steadily and has a single zero. Hence \(g>0\) for \(x<x_*\), where the film thickens, and \(g<0\) for \(x>x_*\), where it thins. In both cases it moves towards \(x_*\), and the steady state is stable.

In the example \(A/E=500\) and \(\ln 500=6.2146\), so

\[
x_*=0.12\ \text{nm}\times 6.2146=0.746\ \text{nm}=7.46\ \text{angstrom}.
\]

When \(A\) is far above \(E\), as here, the logarithm makes this thickness insensitive to the two rates. For small relative changes at fixed \(L\),

\[
\delta x_*=L\left(\frac{\delta A}{A}-\frac{\delta E}{E}\right),
\]

so a 10 % increase of \(A\) alone thickens the film by only about 0.01 nm. The length \(L\), in contrast, enters as a factor: 10 % more \(L\) at fixed \(A\) and \(E\) gives 10 % more oxide.

### (b) The film is disturbed slightly from its steady thickness. At what rate does the deviation decay?

**Solution.** Let \(d=x-x_*\), positive for a film that is too thick. Since \(x_*\) is constant, \(dd/dt=dx/dt\). Insert \(x=x_*+d\) in the growth term and split the exponential:

\[
A\,e^{-(x_*+d)/L}=A\,e^{-x_*/L}\,e^{-d/L}=E\,e^{-d/L},
\]

where the last step uses the balance found in (a). The equation for the deviation is therefore

\[
\frac{dd}{dt}=-E\left(1-e^{-d/L}\right).
\]

No approximation has been made, and \(A\) has disappeared. For \(|d|\ll L\), expand the exponential,

\[
e^{-d/L}=1-\frac{d}{L}+\frac{d^2}{2L^2}-\dots
\quad\Rightarrow\quad
\frac{dd}{dt}=-\frac{E}{L}\,d+\frac{E}{2L^2}\,d^2-\dots
\]

The first term dominates when \(|d|/(2L)\ll1\). The deviation then decays as \(e^{-t/\tau}\), with

\[
\frac1\tau=\frac{E}{L},\qquad \tau=\frac{L}{E}.
\]

In the example,

\[
\frac{E}{L}=\frac{0.2\ \text{nm/min}}{0.12\ \text{nm}}=1.67\ \text{min}^{-1},
\qquad \tau=0.60\ \text{min}=36\ \text{s}.
\]

The reason that \(E\) appears is that the restoring effect comes from the slope of the growth rate. An exponential has a slope equal to its value divided by \(L\), and at the steady thickness the value of the growth rate is \(E\). A larger \(A\) shifts the balance to a thicker film, but there the growth rate has again fallen to \(E\), with the same slope.

The same reasoning covers any smooth growth law \(G(x)\) that decreases with thickness and balances \(E\) at \(x_*\). Expanding \(G(x_*+d)-E\) to first order gives \(dd/dt=G'(x_*)\,d\). If a local decay length is defined by \(\ell=-G(x_*)/G'(x_*)\), then \(G'(x_*)=-E/\ell\), and the final rate is \(E/\ell\). Thus the exponential form is needed only near the steady thickness for the result \(E/L\). An error of the law on nearly bare silicon would alter the early history, not this rate.

Far from balance the decay does not have this rate. Define the momentary relative rate

\[
k(d)=-\frac1d\frac{dd}{dt}=\frac{E}{d}\left(1-e^{-d/L}\right).
\]

With \(s=d/L\) this is \(k=(E/L)(1-e^{-s})/s\). For every \(s\neq0\), \(1-e^{-s}<s\), because the curve \(e^{-s}\) lies above its tangent \(1-s\). Division by a positive \(s\) gives \(k<E/L\); division by a negative \(s\) reverses the inequality and gives \(k>E/L\). A film that is too thick relaxes more slowly than the final rate, and one that is too thin relaxes faster.

The two starts of the example show how large the difference is. For bare silicon \(d=-x_*\), and the net rate is \(A-E\), so

\[
k=\frac{A-E}{x_*}=\frac{99.8}{0.7458}\ \text{min}^{-1}\approx134\ \text{min}^{-1}.
\]

For the 2.0 nm film \(d=1.254\) nm, the exponential is negligible, and \(k\approx0.2/1.254=0.16\ \text{min}^{-1}\). One is about eighty times the final rate, the other about a tenth of it.

### (c) Solve the equation for a deviation of any size, and find the amplitude of the final exponential.

**Solution.** The factor \(1-e^{-d/L}\) suggests using an exponential of \(d\) as the variable. Let

\[
w=e^{d/L}-1 ,
\]

which has the sign of \(d\) and vanishes with it. By the chain rule and the equation of part (b),

\[
\frac{dw}{dt}=\frac1L e^{d/L}\frac{dd}{dt}
=-\frac{E}{L}e^{d/L}\left(1-e^{-d/L}\right)
=-\frac{E}{L}\left(e^{d/L}-1\right)=-\frac{w}{\tau}.
\]

The nonlinear equation has become linear, for deviations of any size. With \(w_0=e^{(x_0-x_*)/L}-1\) for the initial thickness \(x_0\),

\[
w(t)=w_0e^{-t/\tau},\qquad
d(t)=L\ln\left(1+w_0e^{-t/\tau}\right).
\]

To return to \(x\), use \(e^{x/L}=e^{x_*/L}e^{d/L}\) and \(e^{x_*/L}=A/E\):

\[
e^{x/L}=\frac AE(1+w)=\frac AE+\frac AE\,w_0e^{-t/\tau}.
\]

Also \((A/E)w_0=(A/E)\left(e^{x_0/L}E/A-1\right)=e^{x_0/L}-A/E\). Therefore

\[
x(t)=L\ln\left[\frac AE+\left(e^{x_0/L}-\frac AE\right)e^{-t/\tau}\right].
\]

At \(t=0\) the bracket is \(e^{x_0/L}\), and for \(t\to\infty\) it is \(A/E\), as required. Since \(w\) keeps its sign, the film never crosses \(x_*\).

At late times \(|w|\ll1\), and \(\ln(1+w)=w-w^2/2+\dots\) gives

\[
d(t)\to L w_0e^{-t/\tau}=L\left[e^{(x_0-x_*)/L}-1\right]e^{-t/\tau}.
\]

This is the precise meaning of a final rate \(E/L\): it belongs to the last exponential tail, whose amplitude is generally not the initial deviation. From bare silicon \(w_0=E/A-1=-0.998\), so the amplitude is \(-0.120\) nm, although the initial deviation is \(-0.746\) nm. Most of the missing oxide has been made before the tail begins.

From the thick start the exponential in \(w_0\) is large, and the tail is better read as a delayed one. With \(d_0=x_0-x_*\gg L\), the \(-1\) may be dropped:

\[
d\to L\,e^{d_0/L}e^{-t/\tau}=L\,e^{-(t-t_d)/\tau},\qquad
t_d=\tau\frac{d_0}{L}=\frac{d_0}{E}.
\]

The delay is the time in which dissolution alone removes the excess. Here it is \(1.254/0.2=6.27\) min.

A direct numerical integration of the rate equation supports the result. For the bare start, the average decay rate of \(|d|\) between \(6\tau\) and \(8\tau\) is 1.6676 min\(^{-1}\), and it is the same to these digits when \(A\) is made ten times larger with \(L\) and \(E\) fixed. For the thick start, over a window of the same length that begins \(6\tau\) after \(t_d\), it is 1.6658 min\(^{-1}\). The value of \(E/L\) is 1.6667 min\(^{-1}\).

The small differences follow from the next term of the logarithm. From \(d\approx Lw(1-w/2)\) one has \(\ln|d|\approx\ln(L|w|)-w/2\). The average rate between values \(w_1\) and \(w_2\), a time \(2\tau\) apart, is then

\[
\frac{1}{2\tau}\ln\left|\frac{d_1}{d_2}\right|
\approx\frac1\tau\left(1-\frac{w_1-w_2}{4}\right).
\]

With \(|w_1|\approx e^{-6}=0.0025\) and \(|w_2|\approx e^{-8}=0.0003\), the relative correction is about 0.0005. It is positive for the thin film, where \(w<0\), and negative for the thick one, as found.

### (d) What does the solution look like early on, from bare silicon and from a thick film?

**Solution.** For \(x_0=0\) the solution of part (c) can be arranged as

\[
e^{x/L}=1+\left(\frac AE-1\right)\left(1-e^{-t/\tau}\right).
\]

For \(t\ll\tau\), \(1-e^{-t/\tau}\approx t/\tau=Et/L\), so the second term becomes \((A-E)t/L\). If also \(E\ll A\), then

\[
x\approx L\ln\left(1+\frac{At}{L}\right).
\]

This is the law of growth without dissolution. Well before \(L/A=0.0012\) min it is linear, \(x\approx At\). Well after that time it is logarithmic, and each increase of the time by a factor \(e\) adds a thickness \(L\). If the 1 is dropped, the logarithmic law reaches \(x_*\) when \(At/L=A/E\), that is, at \(t=L/E=\tau\). The relaxation time is thus also the time at which dissolution ends the logarithmic stage.

At \(t=0.02\) min, \(At/L=16.7\), and the law gives \(0.12\ln17.7=0.345\) nm. The full solution gives 0.342 nm. At 0.10 min the film has 0.522 nm, and at \(t=\tau=0.60\) min it has 0.691 nm.

For a thick start, take the factor \(e^{-t/\tau}\) out of the bracket in part (c):

\[
e^{x/L}=e^{-t/\tau}\left[e^{x_0/L}+\frac AE\left(e^{t/\tau}-1\right)\right].
\]

Take the logarithm, using \(L/\tau=E\), and separate \(e^{x_0/L}\):

\[
x=x_0-Et+L\ln\left[1+\frac AE e^{-x_0/L}\left(e^{t/\tau}-1\right)\right].
\]

The last term is the oxide grown since the start. While it is small the film thins linearly at rate \(E\). From 2.0 nm, linear thinning gives 1.800 nm after 1 min, in agreement with the full solution. After 5 min it gives 1.000 nm and the full solution 1.014 nm: growth has begun to count as the excess approaches \(L\).

## Second half: consequences, failure and the real film

The symbols and results needed are these. The thickness \(x\) obeys \(dx/dt=Ae^{-x/L}-E\), with growth rate \(A\) on bare silicon, decay length \(L\) and dissolution rate \(E\). For \(A>E\) the steady thickness is \(x_*=L\ln(A/E)\), and \(\tau=L/E\) is the final time constant. With \(d=x-x_*\), the quantity \(w=e^{d/L}-1\) decays as \(w_0e^{-t/\tau}\), where the subscript 0 marks the start. Equivalently,

\[
e^{x/L}=\frac AE+\left(e^{x_0/L}-\frac AE\right)e^{-t/\tau}.
\]

The example has \(A=100\) nm/min, \(L=0.12\) nm, \(E=0.2\) nm/min, \(x_*=0.746\) nm and \(\tau=0.60\) min.

### (e) How long does each wafer need to come within 0.01 nm of the steady thickness? Does a 10 min clean erase the memory of the starting film?

**Solution.** Since \(w=w_0e^{-t/\tau}\), the time to reach a given \(w\) is \(t=\tau\ln(w_0/w)\). Let \(\delta=0.01\) nm be the margin.

From bare silicon the film arrives from below, at \(d=-\delta\). Both \(w_0=E/A-1\) and \(w=e^{-\delta/L}-1\) are negative; reversing both signs leaves the ratio unchanged:

\[
t_{\text{below}}=\tau\ln\frac{1-E/A}{1-e^{-\delta/L}}
=0.60\ln\frac{0.998}{0.0800}\ \text{min}=1.51\ \text{min}.
\]

This requires \(\delta<x_*\), so that the start lies outside the margin. From a thick film the arrival is from above, at \(d=+\delta\), with \(d_0>\delta\):

\[
t_{\text{above}}=\tau\ln\frac{e^{d_0/L}-1}{e^{\delta/L}-1}.
\]

For \(d_0\gg L\) the numerator is \(e^{d_0/L}\) to a very good approximation, and \(\tau d_0/L=d_0/E\). Hence

\[
t_{\text{above}}\approx\frac{d_0}{E}-\tau\ln\left(e^{\delta/L}-1\right)
=(6.27+1.47)\ \text{min}=7.74\ \text{min}.
\]

Most of this time is spent dissolving the excess at the constant rate \(E\); the tail takes the rest. Direct quadrature of \(dt=dx/(dx/dt)\) from each start to the edge of the margin gives the same times, 1.515 and 7.737 min.

After 10 min the two films have 0.7458 and 0.7460 nm. Within this model the clean has erased the difference. That is a statement about these starts, not about every start. For the edge of the margin to be reached in 10 min, the initial excess may be at most

\[
d_0\approx E\,(10-1.47)\ \text{min}=1.71\ \text{nm},
\]

which means an initial film of about 2.45 nm. Thicker films leave the bath outside the margin. If \(d_0\) exceeds the 2.0 nm that dissolution can remove in 10 min by several \(L\), the excess that remains is about \(d_0-2.0\) nm. A time constant of 36 s therefore does not mean that every wafer is ready after a few minutes.

### (f) Once the oxide thickness is constant, has the reaction stopped? How much silicon is lost during the clean?

**Solution.** A constant thickness means equal rates, not zero rates. The oxide made in a time \(t\) is the integral of the growth term. The rate equation gives \(Ae^{-x/L}=dx/dt+E\), so

\[
\int_0^t Ae^{-x/L}\,dt'=x(t)-x_0+Et .
\]

The first two terms are the change of the film, and the last is the oxide that has gone into solution.

Each SiO\(_2\) unit contains one silicon atom. Let \(n_{\text{ox}}\) and \(n_{\text{Si}}\) be the numbers of silicon atoms per volume in the oxide and in the crystal. An oxide thickness \(h\) holds \(n_{\text{ox}}h\) silicon atoms per area, which occupied a crystal thickness \(rh\) with \(r=n_{\text{ox}}/n_{\text{Si}}\). The crystal has eight atoms per cubic cell. With a rough oxide density of 2.2 g/cm\(^3\), the ratio is \(r=0.442\).

For the bare wafer, after 10 min,

\[
\text{oxide made}=0.746+0.2\times10=2.746\ \text{nm},
\]

\[
\text{silicon lost}=0.442\times2.746\ \text{nm}=1.21\ \text{nm}.
\]

About 0.33 nm of this crystal thickness is held in the remaining film, and about 0.88 nm has left with the solution. In the steady state the silicon surface recedes at \(rE=0.088\) nm/min for as long as the wafer stays in the bath.

The wafer that starts with 2.0 nm makes less oxide in the same time, \(0.746-2.0+2.0=0.746\) nm, and so loses 0.33 nm of silicon. The two final films are alike, but the silicon losses differ by a factor of nearly four. The old film protects the silicon while it is being removed. This accounting assumes that silicon leaves by way of the oxide and is not dissolved directly.

For \(A>E\), the continuous model gives a stable steady thickness \(x_*=L\ln(A/E)\), approached at the final rate \(E/L\), while silicon continues to be consumed. It remains to see what happens when \(A\) falls below \(E\), what changes if oxide comes in whole layers, and how bath temperature, peroxide loss and supply, and the conditions of a real clean affect the result.

All numerical values are calculated from the stated model.
